\section*{BenDaniel–Duke Matching and Current Conservation in a Finite Quantum Well}

\section*{Setting}

An electron in a layered semiconductor is described by a one-band envelope function $\psi(z)$, where $z$ is the growth direction and there is no motion in the plane of the layers. The effective mass $m(z)>0$ and the band-edge potential $V(z)$ differ from layer to layer. We take the BenDaniel--Duke Hamiltonian
\begin{equation}
H=-\frac{\hbar^2}{2}\frac{d}{dz}\,\frac{1}{m(z)}\,\frac{d}{dz}+V(z),
\qquad H\psi=E\psi .
\label{eq:H}
\end{equation}
The order of the factors in the kinetic term is an assumption, examined in part (f). Both $m$ and $V$ are bounded and may jump at an interface; $V$ contains no delta function there. A prime denotes $d/dz$, and
\begin{equation}
u(z)=\frac{1}{m(z)}\,\psi'(z).
\end{equation}

The numerical example is a well of width $L=12$ nm with $V=0$ and $m=m_w=0.06\,m_0$ inside, and $V=V_0=0.30$ eV and $m=m_b=0.12\,m_0$ outside, where $m_0$ is the free-electron mass. These are round model parameters. In these units $\hbar^2/2m_0=0.0381$ eV\,nm$^2$. Further values are in the numerical output after the text.

\section*{(a) What is continuous at an abrupt interface?}

\emph{Replace the jump by a smooth layer of width $w$, occupying $0\le z\le w$, and find which quantities keep their values across it as $w\to0$.}

\medskip
\textbf{Solution.} The definition of $u$ and equation \eqref{eq:H} form a first-order system:
\begin{equation}
\psi'=m\,u,\qquad u'=\frac{2}{\hbar^2}(V-E)\,\psi .
\label{eq:system}
\end{equation}
No derivative of $m$ appears, so the coefficients stay bounded however thin the layer is. Let $m\le M$ and $|V-E|\le U$ with $U>0$, for all $w$. Define
\begin{equation}
K=\frac{\sqrt{2MU}}{\hbar},\qquad \lambda=\frac{M}{K},\qquad N(z)=|\psi(z)|+\lambda|u(z)| .
\end{equation}
Then $M=K\lambda$ and $2\lambda U/\hbar^2=2MU/(\hbar^2K)=K$. Integrating \eqref{eq:system} from $0$ to $z$ and taking absolute values gives
\begin{equation}
N(z)\le N(0)+K\int_0^z N(s)\,ds\equiv G(z).
\end{equation}
Since $G'=KN\le KG$, the product $G\,e^{-Kz}$ does not increase, and so $N(z)\le N(0)e^{Kz}$. The functions $\psi$ and $u$ therefore remain bounded in the layer, and their changes across it obey
\begin{equation}
|\Delta\psi|\le\int_0^w m|u|\,dz\le Kw\,N(0)e^{Kw},\qquad
\lambda|\Delta u|\le Kw\,N(0)e^{Kw}.
\end{equation}
Hold the values at $z=0$ fixed and let $w\to0$. Both changes vanish, and with $-$ and $+$ marking the two sides,
\begin{equation}
\boxed{\;\psi_-=\psi_+,\qquad \frac{\psi'_-}{m_-}=\frac{\psi'_+}{m_+}\;}
\label{eq:bdd}
\end{equation}
The envelope has a kink: where $\psi'\neq0$, its slope changes by the factor $m_+/m_-$.

As a numerical case, enter the layer from the well side at $E=0.50$ eV with $\psi=1$ and $\psi'=ik$, where $k=0.887$ nm$^{-1}$. The profile used has mean mass $0.09\,m_0$ and mean potential $0.15$ eV. To first order in $w$, for $w=0.1$ nm,
\begin{align}
|\Delta\psi|&\simeq\frac{0.09}{0.06}\,kw=1.5\times0.0887=0.133,\\
\frac{|\Delta u|}{|u|}&\simeq\frac{(0.50-0.15)\times0.1}{0.0381}\times\frac{0.06}{0.887}=0.062 .
\end{align}
Integration of the second-order equation, with the derivative of $m$ written out, gives 0.133 and 0.062. At $w=0.01$ nm both changes are ten times smaller, and the slope ratio is 2.000, the mass ratio. The values at the two edges of the layer are close when $w$ is much smaller than the lengths $1/k$ and $1/K$. At $w=1$ nm this no longer holds, and the change in $\psi$ exceeds 1. Much of that change is ordinary propagation: in a uniform well the same wave would change by $|e^{ikw}-1|=0.86$ over this distance. The change between the edges is therefore not a direct measure of the error made by an abrupt wall.

\section*{(b) What do these conditions imply for the probability current?}

\emph{Derive the current belonging to \eqref{eq:H} and examine it at a wall.}

\medskip
\textbf{Solution.} Let $\Psi(z,t)$ solve $i\hbar\,\partial_t\Psi=H\Psi$, and now let $u=\Psi'/m$. Within a layer,
\begin{equation}
\partial_t\Psi=\frac{i\hbar}{2}u'-\frac{i}{\hbar}V\Psi .
\end{equation}
For real $V$ the potential term drops out of $\partial_t|\Psi|^2=2\,\mathrm{Re}(\Psi^*\partial_t\Psi)$, leaving
\begin{equation}
\partial_t|\Psi|^2=\mathrm{Re}(i\hbar\,\Psi^*u')=-\hbar\,\mathrm{Im}(\Psi^*u').
\end{equation}
Because $(\Psi^*)'u=m|u|^2$ is real, $\mathrm{Im}(\Psi^*u')=\partial_z\,\mathrm{Im}(\Psi^*u)$. Hence
\begin{equation}
\partial_t|\Psi|^2+\partial_z j=0,\qquad
j=\hbar\,\mathrm{Im}(\Psi^*u)=\frac{\hbar}{m}\,\mathrm{Im}(\Psi^*\Psi').
\label{eq:cont}
\end{equation}
A superposition of stationary states inherits \eqref{eq:bdd} at every time, since the conditions are linear and have no energy-dependent coefficients. Both factors in $\Psi^*u$ are therefore continuous, and
\begin{equation}
j_-=j_+ .
\end{equation}
Integrate \eqref{eq:cont} over the three regions of a well and add. The wall terms cancel in pairs, and the currents at infinity vanish for a bound superposition, so $\int|\Psi|^2dz$ is constant. A single bound state can be chosen real and has $j=0$ everywhere; it cannot reveal a failure of current conservation. Parts (d) and (e) use states that carry current.

\section*{(c) Which bound states does the well have?}

\emph{Find the energy conditions for $0<E<V_0$, the number of states, and the effect of a heavy barrier mass.}

\medskip
\textbf{Solution.} Put the walls at $z=\pm L/2$ and define
\begin{equation}
k=\frac{\sqrt{2m_wE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V_0-E)}}{\hbar}.
\end{equation}
The well is symmetric, so the states are even or odd. For $z>L/2$ the decaying solution has $u/\psi=-\kappa/m_b$. Inside, $\psi\propto\cos kz$ gives $u/\psi=-(k/m_w)\tan kz$, and $\psi\propto\sin kz$ gives $u/\psi=(k/m_w)\cot kz$. By \eqref{eq:bdd} the ratio $u/\psi$ is continuous:
\begin{equation}
\frac{k}{m_w}\tan\frac{kL}{2}=\frac{\kappa}{m_b}\ \text{(even)},\qquad
-\frac{k}{m_w}\cot\frac{kL}{2}=\frac{\kappa}{m_b}\ \text{(odd)}.
\label{eq:bound}
\end{equation}
Let $x=kL/2$ and $x_0=L\sqrt{2m_wV_0}/(2\hbar)$. In each interval $n\pi/2<x<(n+1)\pi/2$, with even $n$ for even states and odd $n$ for odd ones, the left side rises from zero without bound. In the other intervals it is negative. The right side falls to zero at $x_0$. There is thus one state for each $n=0,1,2,\dots$ with $n<2x_0/\pi$, a number independent of $m_b$. Here $2x_0/\pi=2.63$, which gives three states, at 24.3, 98.4 and 221.2 meV. A finite-difference diagonalization of \eqref{eq:H} agrees to the 0.001 meV printed.

For the ground state $k=0.1956$ and $\kappa=0.9319$ nm$^{-1}$, so $\tan(kL/2)=2.38$ and $\kappa m_w/(km_b)=2.38$. Its slopes at the right wall are $-0.0638$ inside and $-0.1276$ nm$^{-3/2}$ outside, in the ratio $m_w:m_b$.

As $V_0\to\infty$ at fixed $m_b$, the right sides of \eqref{eq:bound} diverge and $kL\to(n+1)\pi$, the hard-wall result. A heavy barrier acts differently. At fixed $V_0$,
\begin{equation}
\frac{\kappa}{m_b}=\frac{1}{\hbar}\sqrt{\frac{2(V_0-E)}{m_b}}\longrightarrow0
\qquad(m_b\to\infty),
\end{equation}
so $kL\to n\pi$ and the ground-state energy tends to zero. The envelope decays rapidly in the barrier, yet its slope on the well side tends to zero. The kinetic energy per unit probability in the barrier, $\hbar^2\kappa^2/2m_b=V_0-E$, stays bounded however steep the decay, while the probability in the barrier falls as $1/\kappa$. A finite value of $\psi$ at the wall therefore costs little energy when the mass is large.

\section*{(d) Is the current the same before, inside and after the well?}

\emph{For $E>V_0$, send a wave of unit amplitude from the left. Find the transmission and the current inside.}

\medskip
\textbf{Solution.} For this part put the walls at $z=0$ and $z=L$. Let $q=\sqrt{2m_b(E-V_0)}/\hbar$, and let
\begin{equation}
\eta=\frac{k/m_w}{q/m_b}
\end{equation}
be the ratio of the velocities inside and outside. To the right, $\psi=t\,e^{iq(z-L)}$, so $\psi(L)=t$ and $u(L)=i(q/m_b)t$. The inside solution with these values is
\begin{equation}
\psi=t\left[\cos k(z-L)+\frac{i}{\eta}\sin k(z-L)\right].
\end{equation}
With $c=\cos kL$ and $s=\sin kL$, it gives at the left wall
\begin{equation}
\psi(0)=t\left(c-\frac{i}{\eta}s\right),\qquad
u(0)=\frac{k}{m_w}\,t\left(s+\frac{i}{\eta}c\right).
\end{equation}
To the left, $\psi=e^{iqz}+r\,e^{-iqz}$, so $\psi(0)=1+r$ and $u(0)=i(q/m_b)(1-r)$. Dividing the second relation by $iq/m_b$,
\begin{equation}
1+r=t\left(c-\frac{i}{\eta}s\right),\qquad 1-r=t\,(c-i\eta s).
\end{equation}
The sum and the difference are
\begin{equation}
2=t\left[2c-i\left(\eta+\frac1\eta\right)s\right],\qquad
2r=it\left(\eta-\frac1\eta\right)s .
\end{equation}
Since $(\eta+1/\eta)^2=4+(\eta-1/\eta)^2$ and $c^2+s^2=1$,
\begin{equation}
T=|t|^2=\frac{1}{1+\frac14(\eta-1/\eta)^2\sin^2kL},\qquad R=|r|^2=1-T .
\label{eq:T}
\end{equation}
Inside, with $\theta=k(z-L)$,
\begin{equation}
j=\frac{\hbar k}{m_w}|t|^2\,\mathrm{Im}\left[\left(\cos\theta-\frac i\eta\sin\theta\right)\left(-\sin\theta+\frac i\eta\cos\theta\right)\right]
=\frac{\hbar k}{m_w\eta}|t|^2=\frac{\hbar q}{m_b}T .
\end{equation}
This is independent of $z$ and equals the transmitted current. The net current on the left, $(\hbar q/m_b)(1-R)$, has the same value.

At $E=0.50$ eV, $\eta^2=m_bE/[m_w(E-V_0)]=5$, so $\frac14(\eta-1/\eta)^2=0.80$. With $kL=10.65$, $\sin^2kL=0.884$ and $T=1/1.707=0.586$. Integration through a well whose walls are graded over 0.01 nm, with $m$ and $V$ following a cubic smooth step centred on each wall, gives the same three digits. The same profile 1 nm wide gives 0.630. At that width the value depends on the profile: a linear grading gives 0.659, and interpolating $1/m$ instead of $m$ gives 0.618.

The well is transparent when $kL$ is a multiple of $\pi$, or when the velocities are equal, $\eta=1$. The second case needs $m_b<m_w$; here $\eta^2>m_b/m_w=2$ at every $E>V_0$, so it never occurs. Equal wavenumbers are not sufficient: $k=q$ at $E=0.60$ eV, where $T=0.74$. As $E\to V_0$, $\eta\to\infty$ and $T\to0$ unless $\sin kL$ vanishes there. At high energy $\eta\to\sqrt{m_b/m_w}=\sqrt2$, and the minima of $T$ approach $1/(1+1/8)=8/9$: in this model a mass step reflects even when $V_0$ is negligible. A real band stops being parabolic well before that limit. In a two-band estimate with gap $E_g$, $k^2$ in the well is $1+E/E_g$ times its parabolic value, which for a gap of 1 eV is already a factor 1.5 at $E=0.50$ eV. With energy-dependent masses $m_w(1+E/1\,\text{eV})$ and $m_b[1+(E-V_0)/2\,\text{eV}]$ used in the wavenumbers and in \eqref{eq:bdd}, $T$ at 0.50 eV becomes about 0.91, the third level moves from 221 to about 198 meV, and the period of part (e) from 21 to about 24 fs. The numbers in this text, bound and scattering alike, illustrate the matching conditions and are not predictions for a particular device.

\section*{(e) How does probability move between well and barriers?}

\emph{Superpose the first and third bound states, both even, with equal weights. Compare the current at a wall with the change of probability inside.}

\medskip
\textbf{Solution.} Return to walls at $\pm L/2$. Take real normalized states $\varphi_1,\varphi_3$ with $u_i=\varphi_i'/m$, and let $\omega=(E_3-E_1)/\hbar$. Up to a common phase,
\begin{equation}
\Psi=\frac{\varphi_1+\varphi_3e^{-i\omega t}}{\sqrt2},\qquad
|\Psi|^2=\frac{\varphi_1^2+\varphi_3^2}{2}+\varphi_1\varphi_3\cos\omega t .
\end{equation}
Let $S_{\rm in}$ and $S_{\rm out}$ be the integrals of $\varphi_1\varphi_3$ over the well and over both barriers. Then $dP_{\rm in}/dt=-\omega S_{\rm in}\sin\omega t$. The current is
\begin{equation}
j=\frac\hbar2\,W\sin\omega t,\qquad W=\varphi_3u_1-\varphi_1u_3 .
\end{equation}
In $W'$ the terms $\varphi_3'u_1-\varphi_1'u_3=m(u_3u_1-u_1u_3)$ vanish, and \eqref{eq:system} gives
\begin{equation}
W'=\frac{2}{\hbar^2}(E_3-E_1)\varphi_1\varphi_3=\frac{2\omega}{\hbar}\varphi_1\varphi_3 .
\end{equation}
Even states have $u_i(0)=0$, so $W(0)=0$. Integrating from $0$ to the inner face of the wall gives $W=\omega S_{\rm in}/\hbar$. Integrating from the outer face to infinity gives $W=-\omega S_{\rm out}/\hbar$. Hence
\begin{equation}
j_{\rm inner}=\tfrac12\omega S_{\rm in}\sin\omega t,\qquad
j_{\rm outer}=-\tfrac12\omega S_{\rm out}\sin\omega t,\qquad
\frac{dP_{\rm in}}{dt}=-2j_{\rm inner}.
\end{equation}
The factor 2 counts the two walls. Continuity of $\varphi_i$ and $u_i$ makes $W$ continuous, so the two currents agree and $S_{\rm in}+S_{\rm out}=0$. For these states, current conservation at the walls and orthogonality are the same statement.

The period is 21.0 fs, so $\omega=2\pi/(0.0210\ \text{ps})=299$ ps$^{-1}$. With $S_{\rm in}=0.0612$ the peak current is $\frac12\times299\times0.0612=9.15$ ps$^{-1}$ on both faces. The probability inside swings between 0.949 and 0.826, a difference of $2S_{\rm in}$, and the total stays 1.

\section*{(f) What if another matching rule is used?}

\emph{First require continuity of $\psi$ and $\psi'$. Then decide whether current conservation alone selects \eqref{eq:bdd}.}

\medskip
\textbf{Solution.} If $\psi$ and $\psi'$ are continuous, so is $\mathrm{Im}(\psi^*\psi')$, and the current $j=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ jumps whenever it is nonzero:
\begin{equation}
\frac{j_{\rm inner}}{j_{\rm outer}}=\frac{m_b}{m_w}=2 .
\end{equation}
The algebra of part (d) holds with $\eta$ replaced by $k/q$. It still yields $R+T=1$, because the current is multiplied by $m_b/m_w$ at one wall and by $m_w/m_b$ at the other; this cancellation needs equal masses on the two outer sides. The current inside exposes the fault: relative to the incident current it is 1.978, while $T=0.989$. So does a single step entered from the well side, where $r=(k-q)/(k+q)$ and the transmitted amplitude is $2k/(k+q)$:
\begin{equation}
R+T=\frac{(k-q)^2+4kq\,m_w/m_b}{(k+q)^2}
=1-\left(1-\frac{m_w}{m_b}\right)\frac{4kq}{(k+q)^2}=0.50 .
\end{equation}
For bound states, $(\varphi_3\varphi_1'-\varphi_1\varphi_3')'=(2m\omega/\hbar)\varphi_1\varphi_3$. The bracket is now continuous and vanishes at infinity, so $m_wS_{\rm in}+m_bS_{\rm out}=0$. The states are orthogonal with weight $m(z)$, not with weight 1. Here $S_{\rm in}=0.0759$ and $S_{\rm out}=-0.0379$, and the total probability $1+(S_{\rm in}+S_{\rm out})\cos\omega t$ oscillates between 1.038 and 0.962.

Current conservation nevertheless does not determine the rule. Consider the Hermitian ordering
\begin{equation}
\tilde H=-\frac{\hbar^2}{2}\,m^{-1/2}\frac{d^2}{dz^2}\,m^{-1/2}+V .
\end{equation}
With $f=m^{-1/2}\psi$, multiplying $\tilde H\psi=E\psi$ by $m^{1/2}$ gives
\begin{equation}
-\frac{\hbar^2}{2}f''=m(E-V)f .
\end{equation}
The argument of part (a), applied to $f$ and $f'$, makes both continuous. In uniform layers $f'=m^{-1/2}\psi'$, so $f^*f'=\psi^*\psi'/m$ and the current is continuous. Yet $\psi$ itself jumps. The equation and conditions for $f$ are those of the faulty rule for $\psi$, so the energies and $T$ coincide with that rule's: the ground state lies at 31.4 meV instead of 24.3 meV, and $T=0.989$ instead of 0.586. The current inside is now also 0.989. Both orderings also give the same band, $V+\hbar^2k^2/2m$, in every uniform layer. Choosing between $H$ and $\tilde H$ therefore requires information from outside the one-band model, such as a microscopic calculation that includes the interface, or a measurement.

Conditions \eqref{eq:bdd} also change if the interface carries a potential $\gamma\,\delta(z)$ with real $\gamma$. Integrating the second equation of \eqref{eq:system} across it gives $u_+-u_-=2\gamma\psi/\hbar^2$. The added term in $\psi^*u$ is real, so $u$ jumps while the current remains continuous.

\section*{Table of computed values}
\begin{verbatim}
well width L = 12.0 nm, depth V0 = 0.30 eV
masses: well 0.06 m0, barrier 0.12 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
scattering energy 0.50 eV: k = 0.88736, q = 0.79368 1/nm
graded layer, well to barrier, start psi = 1, psi' = i k:
  w = 1.00 nm: rel. change psi 1.27202, psi'/m 0.60993; slope ratio 1.82332
  w = 0.10 nm: rel. change psi 0.13304, psi'/m 0.06210; slope ratio 1.99811
  w = 0.01 nm: rel. change psi 0.01331, psi'/m 0.00621; slope ratio 1.99998
number of bound states = 3
energies in meV: BDD matching, BDD grid, naive matching, half grid
  state 1: 24.286, 24.286, 31.374, 31.375
  state 2: 98.420, 98.420, 120.700, 120.700
  state 3: 221.172, 221.172, 245.395, 245.394
velocity ratio eta = 2.23607, T from formula = 0.585707
T of graded well: w = 1.00 nm 0.630156, w = 0.01 nm 0.585711
R, current inside, T (relative to incident current):
  BDD: 0.414293, 0.585707, 0.585707
  naive: 0.010931, 1.978137, 0.989069
  half: 0.010931, 0.989069, 0.989069
single step R + T: BDD 1.000000, naive 0.501553
BDD ground state: k = 0.19557, kappa = 0.93188 1/nm
  wall slopes: inside -0.063813, outside -0.127626 nm^(-3/2)
states 1 and 3 superposed; currents and rates at a quarter period:
  BDD: period 21.0054 fs
    right-wall current: inner side 9.15431, outer side 9.15431 1/ps
    dP_in/dt -18.3085, dP_out/dt 18.3085 1/ps
    P_in at t = 0: 0.948660, half period: 0.826244
    total P at t = 0: 1.000000, half period: 1.000000
    overlap of states: inside 0.061208, outside -0.061208
  naive: period 19.3237 fs
    right-wall current: inner side 12.33263, outer side 6.16632 1/ps
    dP_in/dt -24.6651, dP_out/dt 12.3326 1/ps
    P_in at t = 0: 0.972433, half period: 0.820718
    total P at t = 0: 1.037929, half period: 0.962071
    overlap of states: inside 0.075857, outside -0.037929
\end{verbatim}
